# How a Band-Gap Error Changes the Predicted Intrinsic Carrier Density

**Question.** A band-structure calculation gives a semiconductor gap that is 0.1 eV too small, while its effective densities of states are taken as correct. By what factor is the intrinsic carrier density at 300 K wrong, and how does that factor depend on the gap error, the temperature, the masses and the doping?

**Answer.** The predicted density is too large by a factor of about 6.9. For a gap error $\delta$ at temperature $T$ the factor is

$$R=\exp\!\left(\frac{\delta}{2k_BT}\right),$$

provided that the carriers are nondegenerate, meaning that both band edges lie several $k_BT$ from the Fermi level. Here $\delta$ is the true gap minus the calculated gap, both referring to the temperature $T$, so $\delta>0$ is an underestimate. The derivation shows where the 2 comes from, and when it disappears.

### Counting the states

Take one parabolic, isotropic conduction band with its edge at $E_c$ and effective mass $m_c$. In a periodic cube of side $L$, the allowed wavevectors form a grid of spacing $2\pi/L$, so each occupies a volume $(2\pi/L)^3$. With two spin states per wavevector, the number of states per unit volume inside a sphere of radius $k$ is

$$\frac{1}{L^3}\cdot 2\cdot\frac{4\pi k^3/3}{(2\pi/L)^3}=\frac{k^3}{3\pi^2}.$$

Let $\varepsilon=\hbar^2k^2/2m_c$ be the energy above the edge. Then $k^3=(2m_c\varepsilon/\hbar^2)^{3/2}$, and differentiating the count with respect to $\varepsilon$ gives the density of states

$$g_c(\varepsilon)=\frac{1}{3\pi^2}\cdot\frac32\left(\frac{2m_c}{\hbar^2}\right)^{3/2}\!\sqrt{\varepsilon}
=\frac{1}{2\pi^2}\left(\frac{2m_c}{\hbar^2}\right)^{3/2}\!\sqrt{\varepsilon}.$$

### Filling the states

A state at energy $E_c+\varepsilon$ is occupied with the Fermi probability

$$f=\frac{1}{e^{(E_c+\varepsilon-\mu)/k_BT}+1},$$

where $\mu$ is the Fermi level. If $E_c-\mu$ is several $k_BT$, the exponential is much larger than 1 for every $\varepsilon\ge0$, and $f\approx e^{-(E_c-\mu)/k_BT}e^{-\varepsilon/k_BT}$. With $x=\varepsilon/k_BT$, the electron density becomes

$$n=\int_0^\infty g_c f\,d\varepsilon
=\frac{1}{2\pi^2}\left(\frac{2m_ck_BT}{\hbar^2}\right)^{3/2}e^{-(E_c-\mu)/k_BT}\int_0^\infty\!\sqrt{x}\,e^{-x}dx .$$

Setting $x=u^2$ turns the last integral into $\int_0^\infty 2u^2e^{-u^2}du$. Integration by parts, with a vanishing boundary term, leaves $\int_0^\infty e^{-u^2}du=\sqrt\pi/2$. The numerical prefactor is therefore $\sqrt\pi/(4\pi^2)=1/(4\pi^{3/2})=2/(4\pi)^{3/2}$, and

$$n=N_c\,e^{-(E_c-\mu)/k_BT},\qquad N_c=2\left(\frac{m_ck_BT}{2\pi\hbar^2}\right)^{3/2}.$$

A hole is an empty valence state. At energy $E_v-\varepsilon$ the probability of emptiness is

$$1-f=\frac{1}{e^{(\mu-E_v+\varepsilon)/k_BT}+1},$$

which has the same form with $E_c-\mu$ replaced by $\mu-E_v$. Hence, with hole mass $m_v$,

$$p=N_v\,e^{-(\mu-E_v)/k_BT},\qquad N_v=2\left(\frac{m_vk_BT}{2\pi\hbar^2}\right)^{3/2}.$$

### The factor of two in the exponent

In the product of the two densities, $\mu$ cancels:

$$np=N_cN_v\,e^{-(E_c-\mu+\mu-E_v)/k_BT}=N_cN_v\,e^{-E_g/k_BT},\qquad E_g=E_c-E_v.$$

Without doping, neutrality requires $n=p=n_i$. The product is then $n_i^2$, and its square root is

$$n_i=\sqrt{N_cN_v}\;e^{-E_g/2k_BT}.$$

Replacing $E_g$ by $E_g-\delta$ at fixed $N_c$ and $N_v$ gives

$$\frac{n_i(E_g-\delta)}{n_i(E_g)}
=\frac{\sqrt{N_cN_v}\,e^{-(E_g-\delta)/2k_BT}}{\sqrt{N_cN_v}\,e^{-E_g/2k_BT}}
=e^{\delta/2k_BT}=R.$$

The masses and the original gap have dropped out.

The Fermi level shows what the 2 means physically. Put $E_v=0$ and equate $n$ and $p$:

$$N_ce^{-(E_g-\mu)/k_BT}=N_ve^{-\mu/k_BT}
\;\Rightarrow\; e^{(2\mu-E_g)/k_BT}=\frac{N_v}{N_c}
\;\Rightarrow\; \mu=\frac{E_g}{2}+\frac{k_BT}{2}\ln\frac{N_v}{N_c}.$$

Suppose the conduction edge drops by $\delta$ while $\mu$ is held in place. The electron density rises by $e^{\delta/k_BT}=R^2$, but the hole density does not change, so the material would be charged. Neutrality restores the balance by lowering $\mu$ by $\delta/2$, as the formula for $\mu$ shows. This divides $n$ by $R$ and multiplies $p$ by $R$, so that both end a factor $R$ above their original value.

### Numbers for a model semiconductor

Take a true gap of 1.1 eV, a calculated gap of 1.0 eV, $m_c=1.0$ and $m_v=0.5$ free-electron masses, and $T=300$ K. These are round model parameters. The thermal energy is $k_BT=0.02585$ eV, so

$$R=\exp\!\left(\frac{0.1}{0.05170}\right)=e^{1.934}=6.92.$$

The effective densities of states are $N_c=2.51\times10^{19}$ cm$^{-3}$ and $N_v=8.87\times10^{18}$ cm$^{-3}$, with $\sqrt{N_cN_v}=1.492\times10^{19}$ cm$^{-3}$. The two intrinsic densities are

$$n_i(1.1\ \text{eV})=1.492\times10^{19}\,e^{-21.275}=8.59\times10^{9}\ \text{cm}^{-3},$$

$$n_i(1.0\ \text{eV})=1.492\times10^{19}\,e^{-19.341}=5.95\times10^{10}\ \text{cm}^{-3}.$$

The Fermi level lies 0.537 eV above the valence edge for the larger gap and 0.487 eV for the smaller one, a shift of $-0.050$ eV, or $-\delta/2$. Had it stayed at 0.537 eV, the electron density would have been $4.11\times10^{11}$ cm$^{-3}$, a factor of 47.9 above the original value, against an unchanged hole density of $8.59\times10^9$ cm$^{-3}$.

### Scaling with gap error and temperature

The error is exponential in $\delta$, so successive gap errors multiply. An underestimate of 0.2 eV gives $R^2=47.9$ for the $R$ found above, and an overestimate of 0.1 eV makes the density too small by 6.9. The linear estimate $R\approx1+\delta/2k_BT$ requires $\delta\ll2k_BT\approx0.052$ eV. At 0.1 eV it would give 2.9, less than half the correct factor.

Solving $R=F$ for the gap error gives the accuracy needed to keep the density within a factor $F$:

$$\delta=2k_BT\ln F.$$

For $F=2$ at 300 K this is 0.036 eV. At this temperature, and with correct effective densities of states, a gap accuracy of 0.1 eV is thus enough to predict $n_i$ within a factor of ten, but not within a factor of two.

For the same 0.1 eV error, the factor changes with temperature as follows:

- 250 K: 10.2
- 300 K: 6.92
- 400 K: 4.27
- 500 K: 3.19

The reason is that $\ln R$ is proportional to $1/T$: a fixed energy error matters less when the thermal energy is larger. If the gap itself varies with temperature, the formula still holds at each $T$, with $\delta$ equal to the gap error at that temperature. A gap calculated for a static lattice must therefore be corrected to 300 K before its error is inserted here.

### Doped material: the factor is squared

Now add fully ionized donors of density $N_D$, with $N_D\gg n_i$ for both the true and the calculated gap, and $N_D\ll N_c$ so that the electrons remain nondegenerate. Neutrality reads $n=N_D+p$. Since $np=n_i^2$ still holds and $p\ll N_D$,

$$n\approx N_D,\qquad p\approx\frac{n_i^2}{N_D}.$$

The donors fix the electron density, so $\mu$ keeps its distance from the conduction edge. When that edge drops by $\delta$, the Fermi level follows by the full $\delta$ instead of half of it. The minority-hole density then changes by

$$\frac{p(E_g-\delta)}{p(E_g)}=e^{\delta/k_BT}=R^2.$$

With $N_D=10^{16}$ cm$^{-3}$, the model semiconductor has $7.4\times10^3$ holes per cm$^3$ for the gap of 1.1 eV and $3.5\times10^5$ for 1.0 eV, a ratio of 47.9. The majority density is almost unaffected by the gap error. With the bands held fixed, the intrinsic density $n_i$ does not depend on the doping, so its own error remains $R$ (in real material, heavy doping narrows the gap, in silicon by tens of meV near $10^{18}$ cm$^{-3}$, and this narrowing must be included in the gap that enters $np$); the square appears in the minority density because that is proportional to $n_i^2$. A device quantity proportional to the equilibrium minority density is wrong by about 48, not 7, if its other factors are unchanged.

### Where the estimate fails

**Narrow gaps.** The Boltzmann step drops the 1 in the Fermi denominator. Write $a=(E_c-\mu)/k_BT$. For $a>0$ the next term follows from $1/(e^y+1)=e^{-y}-e^{-2y}+\dots$ with $y=a+x$. The integral $\int_0^\infty\sqrt{x}\,e^{-2x}dx$ is smaller than the previous one by $2^{3/2}$, so

$$n=N_c\,e^{-a}\left(1-\frac{e^{-a}}{2^{3/2}}+\dots\right).$$

At $a=3$ the Boltzmann formula is 1.7 percent above the value from numerical integration with the full Fermi function. The excess grows as the edge approaches $\mu$. As long as $\mu$ lies in the gap, narrowing the gap of an intrinsic material brings both edges closer to $\mu$, so the smaller gap suffers the larger reduction and, if the band shapes are the same for both gaps, the ratio falls below $R$.

To see the size of this effect, keep the same masses and reduce a gap of 0.15 eV to 0.05 eV at 300 K. Solving the neutrality condition numerically with the full Fermi function gives $8.03\times10^{17}$ and $4.97\times10^{18}$ cm$^{-3}$. Their ratio is 6.19 instead of 6.92. For these masses the reduction is modest even though the smaller gap is only about $2k_BT$. It is larger when one mass is much smaller than the other, because $\mu$ then moves toward, or even into, the band with the smaller mass: for the same two gaps the ratio is 5.5 for a mass ratio of 10 and 4.7 for a mass ratio of 30, which is closer to real narrow-gap semiconductors. These numbers assume parabolic bands of fixed mass. Real narrow-gap conduction bands are nonparabolic, and both their mass and their nonparabolicity change with the gap, so the ratio can then lie on either side of these values.

**Changing densities of states.** A rigid upward shift of the conduction band corrects the gap without changing any band curvature, so it leaves $N_c$ and $N_v$ fixed and the factor $R$ applies. A different calculation of the bands may change the masses as well. Since $N_c\propto m_c^{3/2}$ and $N_v\propto m_v^{3/2}$,

$$\sqrt{N_cN_v}\propto(m_cm_v)^{3/4}.$$

If both masses are multiplied by $s$, the prefactor changes by $(s^2)^{3/4}=s^{3/2}$, and the density ratio becomes $s^{3/2}R$.

As an illustration, assume that both masses shrink in proportion to the gap, so that $s=1.0/1.1=0.909$. This is an assumed scaling, not a general law. The ratio is then

$$0.867\times6.92=6.00.$$

Here the lighter masses offset a small part of the gap error; heavier masses would add to it. The factor of seven is thus the part of the error carried by the gap alone, and the total error of a calculated $n_i$ also contains the error of its densities of states.
